# Closed-shell MP3 energy from contravariant amplitudes and a doubles residual

## 1. Result

Let $i,j,k,l$ label the $o$ doubly occupied and $a,b,c,d$ the $v$ virtual spatial orbitals of a closed-shell molecule. The orbitals are real canonical restricted Hartree–Fock (RHF) orbitals with energies $\varepsilon_p$, and $(pq|rs)$ is the repulsion between the charge clouds $pq$ and $rs$. With

$$t_{ij}^{ab}=\frac{(ia|jb)}{\Delta_{ij}^{ab}},\qquad \Delta_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b,\qquad \tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba},$$

the second- and third-order Møller–Plesset energies are

$$E_2=\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb),\qquad \boxed{E_3=\sum_{ijab}\tilde t_{ij}^{ab}R_{ij}^{ab}}$$

$$\begin{aligned}R_{ij}^{ab}={}&\sum_{cd}(ac|bd)\,t_{ij}^{cd}+\sum_{kl}(ki|lj)\,t_{kl}^{ab}\\&+\mathcal P\sum_{kc}\left[\tilde t_{ik}^{ac}(kc|jb)-t_{ik}^{ac}(kj|bc)-t_{ik}^{cb}(kj|ac)\right].\end{aligned}$$

All sums are unrestricted, and $\mathcal P X_{ij}^{ab}=X_{ij}^{ab}+X_{ji}^{ba}$. The three parts of $R$ are called the particle ladder, the hole ladder and the rings.

The particle ladder costs $o^2v^4$ multiplications, the hole ladder $o^4v^2$, and the rings $2o^3v^3$ when arranged as in Section 7. The cost of the whole residual is therefore $o^2v^4$ to leading order in $v/o$; the particle ladder exceeds the rings when $v>2o$.

The name "residual" needs a qualification. The complete first-order doubles residual, $(ia|jb)-\Delta_{ij}^{ab}t_{ij}^{ab}$, is zero by the definition of $t$. The array $R$ is the next-order quantity, the doubles part of $(V-E_1)\Psi_1$.

## 2. The third-order energy as an expectation value

Write the electronic Hamiltonian as $H=H_0+V$, where $H_0$ is the sum of Fock operators, and let $\Psi_0$ be the RHF determinant. The first two perturbation equations are

$$(H_0-E_0)\Psi_1=-(V-E_1)\Psi_0,$$
$$(H_0-E_0)\Psi_2=-(V-E_1)\Psi_1+E_2\Psi_0 .$$

With $\Psi_1$ and $\Psi_2$ orthogonal to $\Psi_0$, the third-order energy is $E_3=\langle\Psi_0|V|\Psi_2\rangle=\langle\Psi_0|V-E_1|\Psi_2\rangle$. The first equation, read as a bra, and then the second give

$$E_3=-\langle\Psi_1|H_0-E_0|\Psi_2\rangle=\langle\Psi_1|V-E_1|\Psi_1\rangle .$$

The term with $E_2$ has dropped out because $\langle\Psi_1|\Psi_0\rangle=0$.

Let capital letters denote spin orbitals. Normal ordering with respect to $\Psi_0$ gives $H=E_{\rm HF}+(H_0-E_0)+W$, because the one-electron part of the normal-ordered Hamiltonian is the normal-ordered Fock operator $H_0-E_0$. This holds in any orbitals; canonical orbitals make $H_0$ diagonal, which is what turns the equation for $\Psi_1$ into a division. Since $E_{\rm HF}=E_0+E_1$,

$$V-E_1=W=\tfrac14\sum_{PQRS}\langle PQ||RS\rangle\{P^\dagger Q^\dagger SR\},$$
$$\langle PQ||RS\rangle=(PR|QS)-(PS|QR).$$

A charge cloud made of two different spins gives zero. Single excitations are absent from $\Psi_1$ because their coupling to $\Psi_0$ is an occupied–virtual Fock element, which vanishes. A two-electron operator reaches no further than doubles, so

$$\Psi_1=\tfrac14\sum_{IJAB}t_{IJ}^{AB}\,A^\dagger I\,B^\dagger J\,\Psi_0,\qquad t_{IJ}^{AB}=\frac{\langle AB||IJ\rangle}{\varepsilon_I+\varepsilon_J-\varepsilon_A-\varepsilon_B}.$$

## 3. The residual in spin orbitals

The bra $\langle\Psi_1|$ contains doubles, so only the parts of $W$ that keep the number of excited electrons contribute. There are three.

**Particles.** The operator is $\frac14\sum\langle AB||CD\rangle A^\dagger B^\dagger DC$. Removing the two virtual electrons of $\Psi_1$ can be done in two ways, which are equal because $t$ and the integral are both antisymmetric. The coefficient of $\frac14A^\dagger I B^\dagger J\Psi_0$ becomes $\frac12\sum_{CD}\langle AB||CD\rangle t_{IJ}^{CD}$.

**Holes.** The operator is $\frac14\sum\langle KL||IJ\rangle JIK^\dagger L^\dagger$. The same count gives $\frac12\sum_{KL}\langle KL||IJ\rangle t_{KL}^{AB}$.

**One particle and one hole.** Four equal arrangements of the indices cancel the factor $\frac14$ and leave $\sum\langle KB||CJ\rangle B^\dagger J\,K^\dagger C$. The factor $K^\dagger C$ removes one excitation. The removed pair can be chosen in four equivalent ways, so

$$K^\dagger C\,\Psi_1=\sum_{IA}t_{IK}^{AC}A^\dagger I\,\Psi_0 .$$

The result is $\sum X_{IJ}^{AB}A^\dagger I B^\dagger J\Psi_0$ with $X_{IJ}^{AB}=\sum_{KC}\langle KB||CJ\rangle t_{IK}^{AC}$. The operator string is antisymmetric in $I,J$ and in $A,B$, so the antisymmetrized coefficient may be used together with a factor $\frac14$.

Collecting the three parts,

$$\begin{aligned}R_{IJ}^{AB}={}&\tfrac12\sum_{CD}\langle AB||CD\rangle t_{IJ}^{CD}+\tfrac12\sum_{KL}\langle KL||IJ\rangle t_{KL}^{AB}\\&+X_{IJ}^{AB}-X_{JI}^{AB}-X_{IJ}^{BA}+X_{JI}^{BA}.\end{aligned}$$

Each determinant occurs four times in the unrestricted sum for $\Psi_1$ and four times in that for $W\Psi_1$. The overlap therefore carries the factor $\frac1{16}\cdot4$:

$$E_3=\tfrac14\sum_{IJAB}t_{IJ}^{AB}R_{IJ}^{AB}.$$

## 4. Summation over spin

Denote spin up and spin down by $\alpha$ and $\beta$. From the definition of $t_{IJ}^{AB}$,

$$t_{i\alpha j\beta}^{a\alpha b\beta}=t_{ij}^{ab},\qquad t_{i\alpha j\beta}^{a\beta b\alpha}=-t_{ij}^{ba},\qquad t_{i\alpha j\alpha}^{a\alpha b\alpha}=t_{ij}^{ab}-t_{ij}^{ba}.$$

Now define $R_{ij}^{ab}$ as the opposite-spin element with $I=i\alpha$, $J=j\beta$, $A=a\alpha$, $B=b\beta$.

**Ladders.** In the particle ladder, $C,D$ have spins $\alpha\beta$ or $\beta\alpha$. The first choice gives $(ac|bd)t_{ij}^{cd}$. The second gives the same sum after relabelling, since its two minus signs cancel. The factor $\frac12$ is used up, and $\sum_{cd}(ac|bd)t_{ij}^{cd}$ remains. The hole ladder becomes $\sum_{kl}(ki|lj)t_{kl}^{ab}$ in the same way.

**Direct ring, $X_{IJ}^{AB}$.** The amplitude $t_{i\alpha K}^{a\alpha C}$ requires $K$ and $C$ to have equal spins.

- Both $\alpha$: the amplitude is $t_{ik}^{ac}-t_{ik}^{ca}$ and the integral is $(kc|jb)$. The exchange integral vanishes because $K$ and $J$ differ in spin.
- Both $\beta$: the amplitude is $t_{ik}^{ac}$ and the integral is $(kc|jb)-(kj|bc)$.

The sum is

$$\sum_{kc}\left[(2t_{ik}^{ac}-t_{ik}^{ca})(kc|jb)-t_{ik}^{ac}(kj|bc)\right].$$

The combination $\tilde t_{ik}^{ac}$ has appeared from the sum over the spin of the intermediate pair. The term $X_{JI}^{BA}$ is the same expression with $(i,a)$ and $(j,b)$ interchanged.

**Crossed ring, $-X_{IJ}^{BA}$.** Here the integral is $\langle KA||CJ\rangle=(KC|AJ)-(KJ|AC)$. The first part vanishes because $A$ is $\alpha$ and $J$ is $\beta$. The second requires $K=k\beta$ and $C=c\alpha$. Hence

$$-X_{IJ}^{BA}=+\sum_{kc}(kj|ac)\,t_{i\alpha k\beta}^{b\beta c\alpha}=-\sum_{kc}(kj|ac)\,t_{ik}^{cb}.$$

Likewise $-X_{JI}^{AB}=-\sum_{kc}(ki|bc)t_{kj}^{ac}$. This is the partner under $\mathcal P$, because $t_{jk}^{ca}=t_{kj}^{ac}$. Adding all parts gives the $R_{ij}^{ab}$ of Section 1.

## 5. The same-spin residual and the energy

The same-spin elements need no separate calculation. The operators $H_0$ and $V$ do not act on spin and $\Psi_0$ is a singlet, so $\Psi_1$ and $W\Psi_1$ are singlets. The number of excited electrons is also independent of spin, so the doubles part of $W\Psi_1$ is a singlet by itself and is annihilated by $S_+=\sum_p p_\alpha^\dagger p_\beta$.

Consider the terms of type $a_\alpha^\dagger i_\alpha b_\alpha^\dagger j_\beta\Psi_0$ in the result of $S_+$. They have two sources:

- The opposite-spin doubles $\sum R_{ij}^{ab}a_\alpha^\dagger i_\alpha b_\beta^\dagger j_\beta\Psi_0$ contribute $+R_{ij}^{ab}$, through $[S_+,b_\beta^\dagger]=b_\alpha^\dagger$.
- The same-spin doubles $\frac14\sum R_{i\alpha j\alpha}^{a\alpha b\alpha}a_\alpha^\dagger i_\alpha b_\alpha^\dagger j_\alpha\Psi_0$ contribute $-\frac12R_{i\alpha j\alpha}^{a\alpha b\alpha}$, through $[S_+,j_\alpha]=-j_\beta$. Acting on $i_\alpha$ or on $j_\alpha$ gives equal sums, which turns $\frac14$ into $\frac12$.

The string is antisymmetric in $a,b$, so the antisymmetric part of the total coefficient must vanish:

$$R_{ij}^{ab}-R_{ij}^{ba}-R_{i\alpha j\alpha}^{a\alpha b\alpha}=0 .$$

The spin-lowering operator gives the same relation for two $\beta$ electrons.

In $E_3=\frac14\sum t_{IJ}^{AB}R_{IJ}^{AB}$ there are four opposite-spin assignments, each equal to $\sum t_{ij}^{ab}R_{ij}^{ab}$, and two same-spin assignments:

$$E_3=\sum_{ijab} t_{ij}^{ab}R_{ij}^{ab}+\tfrac12\sum_{ijab}(t_{ij}^{ab}-t_{ij}^{ba})(R_{ij}^{ab}-R_{ij}^{ba}).$$

Multiplying out the last product and renaming $a\leftrightarrow b$ in two of its four terms turns the second sum into $\sum t_{ij}^{ab}(R_{ij}^{ab}-R_{ij}^{ba})$. Therefore

$$E_3=\sum_{ijab} t_{ij}^{ab}(2R_{ij}^{ab}-R_{ij}^{ba})=\sum_{ijab}(2t_{ij}^{ab}-t_{ij}^{ba})R_{ij}^{ab}.$$

The last step is again a renaming of $a$ and $b$. The tilde may thus be placed on either factor, but not on both. The formula for $E_2=\frac14\sum\langle IJ||AB\rangle t_{IJ}^{AB}$ follows from the same sums with $R_{ij}^{ab}$ replaced by $(ia|jb)$.

## 6. What the contravariant amplitudes are

Let $E_{ai}=a_\alpha^\dagger i_\alpha+a_\beta^\dagger i_\beta$ be the spin-summed excitation. The spin components of Section 4 are reproduced by

$$\Psi_1=\tfrac12\sum_{ijab}t_{ij}^{ab}E_{ai}E_{bj}\Psi_0 .$$

The functions $E_{ai}E_{bj}\Psi_0$ are not orthogonal, so the expansion coefficients differ from the overlaps. The product $E_{ai}E_{bj}$ has two opposite-spin and two same-spin terms, and its overlap with $\Psi_1$ is

$$\langle E_{ai}E_{bj}\Psi_0|\Psi_1\rangle=2t_{ij}^{ab}+2(t_{ij}^{ab}-t_{ij}^{ba})=2\tilde t_{ij}^{ab}.$$

Apart from the factor 2, $t$ holds the expansion coefficients and $\tilde t$ the overlaps, which are the dual set of components. A scalar product pairs one set with the other; for example, $\langle\Psi_1|\Psi_1\rangle=\sum\tilde t_{ij}^{ab}t_{ij}^{ab}$. By Section 5 the doubles part of $W\Psi_1$ is $\frac12\sum R_{ij}^{ab}E_{ai}E_{bj}\Psi_0$, and its overlap with $\Psi_1$ is again $\sum\tilde t_{ij}^{ab}R_{ij}^{ab}$.

**Two-electron limit.** For $o=1$, $t_{ii}^{ab}=t_{ii}^{ba}$, so $\tilde t=t$ and the same-spin energy vanishes, as it must for one electron of each spin. If also $v=1$, the formula reduces to

$$E_3=t^2\left[(aa|aa)+(ii|ii)+2(ia|ia)-4(ii|aa)\right].$$

This can be checked by hand. With $h_p$ the one-electron energies, the doubly excited determinant has energy $2h_a+(aa|aa)$, and the reference has $2h_i+(ii|ii)$. The orbital energies are $\varepsilon_i=h_i+(ii|ii)$ and $\varepsilon_a=h_a+2(ii|aa)-(ia|ia)$. Subtracting $E_{\rm HF}+2(\varepsilon_a-\varepsilon_i)$ from the energy of the excited determinant gives the bracket.

## 7. Implementation and cost

The rings as written contain three matrix products over the compound index $kc$. One can be saved. Define

$$K_{kc,jb}=(kc|jb),\qquad J_{kc,jb}=(kj|bc),\qquad Y_{ij}^{ab}=\sum_{kc}t_{ik}^{ca}J_{kc,jb}.$$

Since $t_{ik}^{ac}=\frac12\tilde t_{ik}^{ac}+\frac12t_{ik}^{ca}$, the second ring term is

$$-\sum_{kc}t_{ik}^{ac}J_{kc,jb}=-\tfrac12\sum_{kc}\tilde t_{ik}^{ac}J_{kc,jb}-\tfrac12Y_{ij}^{ab}.$$

The third ring term is $-Y_{ij}^{ba}$, by interchange of $a$ and $b$ in the definition of $Y$. Hence

$$R^{\rm rings}=\mathcal P\left[\sum_{kc}\tilde t_{ik}^{ac}\left(K-\tfrac12J\right)_{kc,jb}-\tfrac12Y_{ij}^{ab}-Y_{ij}^{ba}\right].$$

An implementation proceeds as follows.

1. Form $t$ and $\tilde t$ from $(ia|jb)$ and the orbital energies.
2. Multiply $t$, as an $o^2\times v^2$ matrix, by the $v^2\times v^2$ matrix with elements $(ac|bd)$, rows $cd$ and columns $ab$. This takes $o^2\cdot v^2\cdot v^2$ multiplications.
3. Add the hole ladder, an $o^2\times o^2$ matrix times an $o^2\times v^2$ matrix.
4. Form the two ring products, each between $ov\times ov$ matrices, and add the partner under $\mathcal P$.
5. Contract $R$ with $\tilde t$, at a cost of $o^2v^2$.

If only the energy is wanted, $\mathcal P$ may be replaced by a factor 2, because $\tilde t_{ij}^{ab}=\tilde t_{ji}^{ba}$.

The ratio of the particle ladder to the rings is $o^2v^4/(2o^3v^3)=v/(2o)$. The particle ladder exceeds the rings and the hole ladder together when $(v/o)^2-2(v/o)-1>0$, that is, for $v>(1+\sqrt2)\,o$. These counts, and the thresholds drawn from them, ignore permutational symmetry and the scalings by constants such as $\tfrac12$, and they exclude the transformation of the integrals to molecular orbitals. That transformation scales as the fifth power of the basis size, and with $N=o+v$ the count $N^5$ exceeds $o^2v^4$ whenever $N\ge o^2$, since then $N^5>Nv^4\ge o^2v^4$. This is already so in the example of Section 8, where $11^5=161051$ against 36864 for the ladder. When $o$ and $v$ grow together, the residual scales as the sixth power.

## 8. Worked example: BH

The molecule is BH at a chosen bond length of 1.25 Å in the 6-31G basis, with all electrons correlated, so that $o=3$ and $v=8$. The RHF solution is not the lowest Hartree–Fock solution here: a spin-unrestricted one lies 0.0064 hartree lower, with $\langle S^2\rangle=0.46$. The formulas hold regardless, the full configuration-interaction ground state is a singlet, and all correlation energies below are measured from the RHF energy.

One element shows the arithmetic. The signs of the integral, of $t$, $\tilde t$ and $R$ depend on the arbitrary signs of the orbitals; the product $\tilde tR$ does not. For $i=2$, $j=3$, $a=6$, $b=10$ (orbitals numbered by energy), $(ia|jb)=0.021047$ hartree and $\Delta_{ij}^{ab}=-1.929516$ hartree, so

$$t_{ij}^{ab}=\frac{0.021047}{-1.929516}=-0.010908 .$$

With $t_{ij}^{ba}=0.000782$,

$$\tilde t_{ij}^{ab}=2(-0.010908)-0.000782=-0.022598 .$$

The residual element is $R_{ij}^{ab}=0.004172$ hartree, and this term adds $-0.022598\times0.004172=-9.43\times10^{-5}$ hartree to $E_3$.

The full contraction, in the order particle ladder, hole ladder, rings, is

$$E_3=0.014112+0.012491-0.040023=-0.013420\ \text{hartree}.$$

The positive signs of the ladders are general. The particle ladder is the expectation value in $\Psi_1$ of the Coulomb repulsion between excited electrons, and the hole ladder is the corresponding repulsion between holes. The repulsion $1/r_{12}$ is a positive operator, so neither can be negative. This argument does not fix the sign of the rings; here they are negative and outweigh the ladders.

Divided by the spins of the excited pair, the energy is $-0.013192$ hartree from opposite spins and $-0.000229$ hartree from equal spins. Using $t$ in place of $\tilde t$ in the final contraction with $R$ would keep the first part alone, an error of 1.7 percent of $E_3$. That the same-spin part is so small is a property of this example, not a general result; it shows that such a mistake can change $E_3$ little, so a code should be tested against an independent value to many digits.

With $E_2=-0.039256$ hartree ($-103.07$ kJ/mol) and $E_3=-0.013420$ hartree ($-35.24$ kJ/mol), the MP3 correlation energy is $-0.052677$ hartree ($-138.30$ kJ/mol). Full configuration interaction in the same basis gives $-0.064087$ hartree. MP2 recovers 61.3 percent of this and MP3 82.2 percent. The reference still lacks the basis-set correction, relativity and nuclear motion. These numbers belong to the 6-31G basis and are far from converged: in cc-pVTZ, $E_2=-0.0826$ and $E_3=-0.0169$ hartree, MP2 and MP3 recover about 75 and 90 percent of a CCSD(T) correlation energy of $-0.110$ hartree, and the same-spin part of $E_3$ rises from 1.7 to 3.9 percent. The rings remain negative and larger than the two ladders together. The cc-pVTZ values are not converged either, because that basis has no functions for correlating the boron core: with cc-pCVTZ on boron, $E_2=-0.118$, $E_3=-0.0188$ and the CCSD(T) correlation energy is $-0.147$ hartree, MP2 and MP3 recover about 80 and 93 percent of it, and the same-spin part is 3.7 percent.

The measured numbers of multiplications are:

| $v$ | particle ladder | hole ladder | rings |
|---|---|---|---|
| 8 | 36864 | 5184 | 27648 |
| 16 | 589824 | 20736 | 221184 |

At $v=8$ the particle ladder exceeds the rings by a factor $8/6=1.33$. Doubling $v$ multiplies the three costs by 16, 4 and 8.

The numerical check compares the energies and every element of $R$ with perturbation theory carried out in the full determinant space. For LiH it also compares $E_2$ and $E_3$ with the Taylor coefficients of the lowest eigenvalue of $H_0+\lambda V$.

## 9. Conditions of use

The formulas assume a closed-shell RHF reference and canonical orbitals. If the occupied or virtual orbitals are localized, $H_0$ is no longer diagonal, and $t$ must be found from linear equations instead of a division. If the orbitals do not satisfy the Hartree–Fock equations, single excitations enter $\Psi_1$ and further terms appear. Open shells break the singlet argument of Section 5.

The expression for $E_3$ is an identity at third order and says nothing about the size of higher orders. When an occupied and a virtual orbital approach each other in energy, as in the stretching of a bond, $\Delta_{ij}^{ab}$ becomes small for the corresponding double excitation. If its integral $(ia|jb)$ does not shrink with it, the amplitude becomes large, diverging if $\Delta_{ij}^{ab}$ tends to zero, and the low-order energies cease to be useful.

## Computed values

```
BH bond length: 1.25 angstrom; basis 6-31G
occupied o = 3, virtual v = 8, determinants = 27225
RHF total energy: -25.10885814 hartree
E2, closed-shell formula: -0.03925644 hartree
E2, determinant space:    -0.03925644 hartree
E3, closed-shell formula: -0.01342040 hartree
E3, determinant space:    -0.01342040 hartree
E3, spin-orbital formula: -0.01342040 hartree
E3 from particle ladder: 0.01411173 hartree
E3 from hole ladder:     0.01249130 hartree
E3 from rings:           -0.04002343 hartree
E3 opposite-spin part, sum t R: -0.01319155 hartree
E3 same-spin part:              -0.00022885 hartree
norm <Psi1|Psi1> = sum tt t: 0.02388114 (no unit)
E2 in kJ/mol: -103.068
E3 in kJ/mol: -35.235
MP3 correlation energy E2+E3: -0.05267684 hartree
MP3 correlation energy: -138.303 kJ/mol
full CI correlation energy, same basis: -0.06408731 hartree
E2 / full CI correlation: 61.25 percent
(E2+E3) / full CI correlation: 82.20 percent
sample element: i=2, j=3, a=6, b=10 (orbital numbers)
  (ia|jb) = 0.021047 hartree
  e_i+e_j-e_a-e_b = -1.929516 hartree
  t(ij,ab) = -0.010908, t(ij,ba) = 0.000782
  tt(ij,ab) = -0.022598 (no unit)
  R(ij,ab) = 0.004172 hartree
  R(ij,ab), determinant space = 0.004172 hartree
largest error of any R element: 2e-11 hartree
largest error of same-spin relation: 5e-12 hartree
LiH, STO-3G, 1.60 angstrom: o = 2, v = 4
  E2 formula -0.01290410, eigenvalue series -0.01290410 hartree
  E3 formula -0.00457143, eigenvalue series -0.00457143 hartree
products at o=3, v=8: particle ladder 36864, hole ladder 5184, rings 27648
products at o=3, v=16: particle ladder 589824, hole ladder 20736, rings 221184
growth on doubling v: particle ladder 16, hole ladder 4, rings 8
products at o=2, v=4: particle ladder 1024, rings 1024
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
